# One-loop Pauli form factor of the electron and Schwinger's α/2π: test program

```python
"""One-loop Pauli form factor F2(q^2) of the electron in QED.

Result under test (hbar = c = 1, metric +---, r = q^2/m^2):
    F2 = (alpha/2 pi) * integral_0^1 du / (1 - r u(1-u) - i0),
    F2(0) = alpha/(2 pi),
with closed forms theta/sinh(theta) for r = -4 sinh^2(theta/2),
phi/sin(phi) for r = 4 sin^2(phi/2), and (-eta + i pi)/sinh(eta) for
r = 4 cosh^2(eta/2), each times alpha/(2 pi).
p, p_out: electron momenta before and after; q = p_out - p; m = 1 below.
The independent road cuts the loop (both electron lines on shell), projects
F2 with traces of explicit matrices, and uses a dispersion integral.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq

alpha = constants.fine_structure
mass_MeV = constants.physical_constants[
    'electron mass energy equivalent in MeV'][0]
schwinger = alpha / (2 * np.pi)
m = 1.0

# Dirac matrices in the Dirac representation
metric = np.array([1.0, -1.0, -1.0, -1.0])
one2, one4 = np.eye(2), np.eye(4)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.kron(pauli[2], one2)]
gamma += [np.kron(1j * pauli[1], s) for s in pauli]
gamma = np.array(gamma)


def dot(a, b):
    return float(np.sum(metric * a * b))


def slash(a):
    return np.einsum('i,ijk->jk', metric * a, gamma)


def sigma_q(q):
    """i sigma^{mu nu} q_nu for the four values of mu."""
    qs = slash(q)
    return np.array([-0.5 * (g @ qs - qs @ g) for g in gamma])


def vector_times_unit(a):
    return np.array([component * one4 for component in a])


def sandwich(vertex, p, p_out):
    """Restrict a vertex to on-shell spinors on both sides."""
    left, right = slash(p_out) + m * one4, slash(p) + m * one4
    return np.array([left @ v @ right for v in vertex])


def on_shell(three_momentum):
    a = np.array(three_momentum, float)
    return np.concatenate(([np.sqrt(m**2 + a @ a)], a))


def loop_numerator(k, q):
    """gamma^nu (k'slash+m) gamma^mu (kslash+m) gamma_nu, k' = k+q."""
    a, b = slash(k + q) + m * one4, slash(k) + m * one4
    return np.array([sum(metric[n] * gamma[n] @ a @ g @ b @ gamma[n]
                         for n in range(4)) for g in gamma])


# --- Gordon identity on general on-shell momenta
p = on_shell([0.3, -0.5, 0.7])
p_out = on_shell([-0.4, 0.9, 0.2])
q = p_out - p
q2 = dot(q, q)
total = p + p_out
gordon = 2 * m * gamma - vector_times_unit(total) - sigma_q(q)
gordon_error = np.max(np.abs(sandwich(gordon, p, p_out)))
assert gordon_error < 1e-12

# --- Longitudinal photon terms contribute to gamma^mu only
photon = np.array([0.37, 0.81, -0.22, 0.54])
prop_out = np.linalg.inv(slash(p_out - photon) - m * one4)
prop_in = np.linalg.inv(slash(p - photon) - m * one4)
longitudinal = np.array([slash(photon) @ prop_out @ g @ prop_in
                         @ slash(photon) for g in gamma])
assert np.allclose(sandwich(longitudinal, p, p_out),
                   sandwich(gamma, p, p_out), atol=1e-10)

# --- Contracted numerator, before any averaging
k = np.array([0.6, -0.2, 1.1, 0.4])
contracted = np.array([-2 * (slash(k) @ g @ slash(k + q) + m**2 * g)
                       for g in gamma])
contracted = contracted + 4 * m * vector_times_unit(2 * k + q)
assert np.allclose(loop_numerator(k, q), contracted, atol=1e-11)

# --- Shifted denominator and averaged numerator
x, y = 0.23, 0.46
z = 1 - x - y
ell = k + y * q - z * p
Delta = (1 - z)**2 * m**2 - x * y * q2
combined = (x * (dot(k, k) - m**2) + y * (dot(k + q, k + q) - m**2)
            + z * dot(k - p, k - p))
assert abs(combined - (dot(ell, ell) - Delta)) < 1e-12
shift = z * p - y * q
ell2 = 1.7
centre = loop_numerator(shift, q)
averaged = centre.copy()
for n in range(4):
    e = np.eye(4)[n]
    second = 0.5 * (loop_numerator(shift + e, q)
                    + loop_numerator(shift - e, q)) - centre
    averaged = averaged + 0.25 * ell2 * metric[n] * second
gamma_part = (-ell2 / 2 + (1 - x) * (1 - y) * q2
              + (1 - 2 * z - z**2) * m**2)
reduced = -2 * (gamma_part * gamma
                + m * z * (z - 1) * vector_times_unit(total)
                + m * (z - 2) * (x - y) * vector_times_unit(q))
assert np.allclose(sandwich(averaged, p, p_out),
                   sandwich(reduced, p, p_out), atol=1e-10)

# --- Feynman-parameter identity and Euclidean loop integral
A, B, C = 1.3, 2.1, 0.8
feynman = dblquad(lambda b, a: 2 / (a * A + b * B + (1 - a - b) * C)**3,
                  0, 1, 0, lambda a: 1 - a)[0]
assert abs(feynman - 1 / (A * B * C)) < 1e-8
radial = quad(lambda l: l**3 / (l**2 + Delta)**3, 0, np.inf)[0]
euclidean = 2 * np.pi**2 * radial / (2 * np.pi)**4
assert abs(euclidean * 32 * np.pi**2 * Delta - 1) < 1e-7

# --- Spin current in the frame p = -p_out is set by F1 + F2
half_q = np.array([0.2, -0.35, 0.15])
breit_in, breit_out = on_shell(-half_q), on_shell(half_q)


def spinors(momentum):
    columns = (slash(momentum) + m * one4)[:, :2]
    return columns / np.sqrt(momentum[0] + m)


F1_trial, F2_trial = 1.0, 0.3
trial = (F1_trial * gamma
         + F2_trial * sigma_q(breit_out - breit_in) / (2 * m))
u_in, u_out = spinors(breit_in), spinors(breit_out)
levi = np.zeros((3, 3, 3))
for i, j, l in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, l], levi[i, l, j] = 1, -1
for i in range(3):
    current = u_out.conj().T @ gamma[0] @ trial[i + 1] @ u_in
    magnetic = sum(levi[i, j, l] * 2 * half_q[j] * pauli[l]
                   for j in range(3) for l in range(3))
    assert np.allclose(current, -1j * (F1_trial + F2_trial) * magnetic,
                       atol=1e-12)


# --- Shape function F2/(alpha/2 pi): closed form and parameter integrals
def shape(r):
    if r == 0:
        return 1.0
    if r < 0:
        theta = 2 * np.arcsinh(np.sqrt(-r) / 2)
        return theta / np.sinh(theta)
    if r < 4:
        phi = 2 * np.arcsin(np.sqrt(r) / 2)
        return phi / np.sin(phi)
    eta = 2 * np.arccosh(np.sqrt(r) / 2)
    return (-eta + 1j * np.pi) / np.sinh(eta)


def shape_one_parameter(r):
    return quad(lambda u: 1 / (1 - r * u * (1 - u)), 0, 1,
                epsabs=1e-12, epsrel=1e-12)[0]


def shape_two_parameters(r):
    def integrand(a, c):
        return 2 * c * (1 - c) / ((1 - c)**2 - r * a * (1 - c - a))
    return dblquad(integrand, 0, 1, 0, lambda c: 1 - c)[0]


for r in (-10.0, -1.0, 0.0, 1.0, 3.0):
    assert abs(shape_two_parameters(r) - shape(r)) < 1e-6
    assert abs(shape_one_parameter(r) - shape(r)) < 1e-9


# --- Independent road: cut loop, trace projection, dispersion integral
def project_F2(vertex, p, p_out):
    basis = [gamma, sigma_q(p_out - p) / (2 * m)]
    left, right = slash(p) + m * one4, slash(p_out) + m * one4

    def overlap(a, b):
        return sum(metric[n] * np.trace(left @ a[n] @ right @ b[n])
                   for n in range(4))
    gram = np.array([[overlap(a, b) for b in basis] for a in basis])
    rhs = np.array([overlap(a, vertex) for a in basis])
    return np.linalg.solve(gram, rhs)[1].real


cos_nodes, cos_weights = np.polynomial.legendre.leggauss(4)


def imaginary_F2_from_cut(s):
    energy = np.sqrt(s) / 2
    speed = np.sqrt(1 - 4 * m**2 / s)
    size = energy * speed
    out = np.array([energy, 0, 0, size])
    inc = np.array([-energy, 0, 0, size])
    result = 0.0
    for c, w in zip(cos_nodes, cos_weights):
        k_cut = np.array([-energy, size * np.sqrt(1 - c**2), 0, size * c])
        transfer = dot(k_cut - inc, k_cut - inc)
        numerator = loop_numerator(k_cut, out - inc)
        result += w * project_F2(numerator, inc, out) / transfer
    return alpha * speed / 8 * result


v_nodes, v_weights = np.polynomial.legendre.leggauss(16)
v_nodes, v_weights = (v_nodes + 1) / 2, v_weights / 2
s_nodes = 4 * m**2 / (1 - v_nodes**2)
jacobian = 8 * m**2 * v_nodes / (1 - v_nodes**2)**2
cut_values = np.array([imaginary_F2_from_cut(s) for s in s_nodes])


def F2_dispersion(r):
    return np.sum(v_weights * jacobian * cut_values
                  / (s_nodes - r * m**2)) / np.pi


for r in (-10.0, -4.0, -1.0, 0.0):
    assert abs(F2_dispersion(r) / (schwinger * shape(r)) - 1) < 1e-7

# --- Above threshold: principal value and cut
r_above = 6.0
speed_above = np.sqrt(1 - 4 / r_above)
u_low, u_high = (1 - speed_above) / 2, (1 + speed_above) / 2
principal = 2 * quad(lambda u: 1 / (r_above * (u - u_high)), 0, 0.5,
                     weight='cauchy', wvar=u_low)[0]
cut_above = imaginary_F2_from_cut(r_above)
assert abs(principal - shape(r_above).real) < 1e-8
assert abs(cut_above / (schwinger * shape(r_above).imag) - 1) < 1e-8
assert abs(cut_above * r_above * speed_above / alpha - 1) < 1e-8

# --- Slope at zero and behaviour at large spacelike momentum
step = 1e-2
slope = (shape_one_parameter(step) - shape_one_parameter(-step)) / (2 * step)
assert abs(slope - 1 / 6) < 1e-5
t_large = 1e4
full_large = shape_one_parameter(-t_large)
law_large = 2 * np.log(t_large) / t_large
assert abs(law_large / full_large - 1) < 1e-3

# --- Momentum at which F2 has fallen to half its static value
t_half = brentq(lambda t: shape(-t) - 0.5, 0.1, 100, xtol=1e-12)
assert abs(shape_one_parameter(-t_half) - 0.5) < 1e-9
Q_half = np.sqrt(t_half)

print(f"alpha = {alpha:.10f} (dimensionless)")
print(f"1/alpha = {1 / alpha:.6f} (dimensionless)")
print(f"F2(0) = alpha/(2 pi) = {schwinger:.10f} (dimensionless)")
print(f"F2(0) from cut and dispersion = {F2_dispersion(0.0):.10f}")
print(f"one-loop g = 2(1+F2(0)) = {2 * (1 + schwinger):.10f}")
print(f"largest Gordon identity residual = {gordon_error:.1e} (m = 1)")
print("Table: q^2/m^2, F2/(alpha/2pi), F2 (all dimensionless)")
for r in (-10.0, -4.0, -1.0, 0.0, 1.0, 3.0):
    print(f"  {r:6.1f}  {shape(r):.8f}  {schwinger * shape(r):.10f}")
print("Cut and dispersion: q^2/m^2, F2 (dimensionless)")
for r in (-10.0, -4.0, -1.0):
    print(f"  {r:6.1f}  {F2_dispersion(r):.10f}")
theta_one = 2 * np.arcsinh(0.5)
print(f"theta at q^2 = -m^2: {theta_one:.8f} (dimensionless)")
print(f"sinh(theta) at q^2 = -m^2: {np.sinh(theta_one):.8f}")
print(f"Above threshold, q^2/m^2 = {r_above:.1f}:")
print(f"  v = {speed_above:.8f} (units of c)")
print(f"  Re F2/(alpha/2pi) = {shape(r_above).real:.8f}")
print(f"  Im F2/(alpha/2pi) = {shape(r_above).imag:.8f}")
print(f"  Re F2 = {schwinger * shape(r_above).real:.10f}")
print(f"  Im F2 = {schwinger * shape(r_above).imag:.10f}")
print(f"  Im F2 from cut = {cut_above:.10f}")
print(f"numerical slope of F2/(alpha/2pi) = {slope:.6f} per q^2/m^2")
print(f"half-value point Q^2/m^2 = {t_half:.6f} (dimensionless)")
print(f"half-value point Q = {Q_half:.6f} m")
print(f"electron mass = {mass_MeV:.6f} MeV")
print(f"half-value point Q = {Q_half * mass_MeV:.6f} MeV")
print(f"At Q^2/m^2 = {t_large:.0f}:")
print(f"  full F2/(alpha/2pi) = {full_large:.8e}")
print(f"  large-Q^2 law = {law_large:.8e}")
print(f"  law/full - 1 = {law_large / full_large - 1:.2e}")
print("OK")
```

Output:

```
alpha = 0.0072973526 (dimensionless)
1/alpha = 137.035999 (dimensionless)
F2(0) = alpha/(2 pi) = 0.0011614097 (dimensionless)
F2(0) from cut and dispersion = 0.0011614097
one-loop g = 2(1+F2(0)) = 2.0023228195
largest Gordon identity residual = 1.3e-15 (m = 1)
Table: q^2/m^2, F2/(alpha/2pi), F2 (all dimensionless)
   -10.0  0.41883964  0.0004864444
    -4.0  0.62322524  0.0007238199
    -1.0  0.86081788  0.0009997623
     0.0  1.00000000  0.0011614097
     1.0  1.20919958  0.0014043762
     3.0  2.41839915  0.0028087523
Cut and dispersion: q^2/m^2, F2 (dimensionless)
   -10.0  0.0004864444
    -4.0  0.0007238198
    -1.0  0.0009997622
theta at q^2 = -m^2: 0.96242365 (dimensionless)
sinh(theta) at q^2 = -m^2: 1.11803399
Above threshold, q^2/m^2 = 6.0:
  v = 0.57735027 (units of c)
  Re F2/(alpha/2pi) = -0.76034600
  Im F2/(alpha/2pi) = 1.81379936
  Re F2 = -0.0008830732
  Im F2 = 0.0021065642
  Im F2 from cut = 0.0021065642
numerical slope of F2/(alpha/2pi) = 0.166667 per q^2/m^2
half-value point Q^2/m^2 = 6.935966 (dimensionless)
half-value point Q = 2.633622 m
electron mass = 0.510999 MeV
half-value point Q = 1.345778 MeV
At Q^2/m^2 = 10000:
  full F2/(alpha/2pi) = 1.84173976e-03
  large-Q^2 law = 1.84206807e-03
  law/full - 1 = 1.78e-04
OK
```
